Inward shift of a disc's half-height contour under Gaussian blur

A disc of radius r imaged with a beam of width s offers two lengths from which to build the displacement of its edge. If the displacement is Δ, positive towards the centre, dimensional analysis gives Δ = s f(s/r), with f a pure function. Symmetry restricts f further. A straight edge, s/r = 0, looks the same after reflection in the edge and exchange of bright and dark, and the half-height level is unchanged by the exchange, so its contour cannot move. For a curved edge, exchange bright and dark at a fixed shape. The contour stays where it is, but the curvature, counted positive when the bright side is convex, changes sign, and so does the displacement counted towards the bright side. The displacement is therefore odd in the curvature 1/r. If it can be expanded in powers of the curvature, it must read

Δ = a s²/r + c s⁴/r³ + …

with pure numbers a and c. What remains is to show that the expansion exists and that a = 1/2.

Let the unblurred signal be B + C inside the disc and B outside. The beam is a normalised, isotropic Gaussian whose standard deviation along each Cartesian axis is s,

G(u) = exp(−|u|²/2s²)/(2πs²).

The blurred signal is B + C H(R), where R is the distance from the centre and H is the blurred disc of unit height. Half-height means the level midway between the two unblurred signals, H = 1/2, so B and C drop out. For a hole, H is replaced by 1 − H, which equals 1/2 on the same circle: a hole also appears smaller.

We first need to know that there is one such circle. Differentiate the convolution and move the derivative to the source point x′, which costs a minus sign. The divergence theorem then turns the area integral into an integral over the rim, with outward normal n:

∇H(x) = −∮ G(x − x′) n dl.

Put x at (R, 0) and the rim point at angle θ. Then dl = r dθ, the normal has x component cos θ, and the squared distance is r² + R² − 2rR cos θ. With the Bessel function I₁(t) = (1/2π)∫₀^{2π} cos θ exp(t cos θ) dθ,

dH/dR = −(r/s²) exp[−(r² + R²)/2s²] I₁(rR/s²).

For t > 0, pairing θ with θ + π gives the integrand 2 cos θ sinh(t cos θ), which is not negative, so I₁ > 0 and H falls steadily with R. It tends to zero far away and starts from

H(0) = ∫₀^r (ρ/s²) exp(−ρ²/2s²) dρ = 1 − exp(−r²/2s²).

Hence there is one half-height circle if H(0) > 1/2, that is, if r > s√(2 ln 2) = 1.177 s, and none otherwise. Since the full width at half maximum of the beam is 2s√(2 ln 2), the contour disappears when the disc diameter shrinks to that width. Half of the blurred central height would be a slightly different level, but the difference is of order exp(−r²/2s²), smaller than any power of s/r.

Now read the convolution as a probability. H(R) is the chance that the point (R, 0), displaced by (sX, sY), lands in the disc, where X and Y are independent normal variables of zero mean and unit variance. X acts along the normal to the edge and Y along the tangent. At given Y the point is inside if R + sX lies between −√(r² − s²Y²) and +√(r² − s²Y²), which requires |Y| < r/s. Missing the disc on the far side has a probability of at most Φ(−R/s), where Φ is the normal distribution function. Near the edge of a large disc this is exponentially small, and so is the probability that |Y| > r/s. Write

ε = s/r, R = r − sδ,

so that δ = Δ/s on the contour. Up to exponentially small terms,

H = E[Φ(δ − g(Y))], g(Y) = [1 − √(1 − ε²Y²)]/ε,

with E the mean over Y restricted to |Y| < 1/ε. The function g is the distance, in units of s, by which the circle has bent away from its tangent.

Two inequalities control the expansion. The series of 1 − √(1 − q) begins with q/2 and has positive coefficients, because its derivative 1/[2√(1 − q)] does. At q = 1 the coefficients add up to 1, so those from q² onwards add up to 1/2, and

0 ≤ 1 − √(1 − q) − q/2 ≤ q²/2 for 0 ≤ q ≤ 1.

With q = ε²Y² this gives g = εY²/2 + h, where 0 ≤ h ≤ ε³Y⁴/2. Since ε²Y² ≤ 1, it also gives g ≤ εY².

The second inequality concerns Φ. Its derivative is φ(z) = exp(−z²/2)/√(2π), with φ′(0) = 0 and φ″ = (z² − 1)φ. The magnitude of φ″ is largest at z = 0, where it is 1/√(2π); the other extremum, at z² = 3, is smaller by the factor 2 exp(−3/2) = 0.45. Taylor's theorem then gives

|Φ(z) − 1/2 − z/√(2π)| ≤ |z|³/[6√(2π)].

Take the mean with z = δ − g. Because E[Y²] = 1 and E[Y⁴] = 3,

√(2π)(H − 1/2) = δ − ε/2 − E[h] + ρ, 0 ≤ E[h] ≤ 3ε³/2, |ρ| ≤ E|δ − g|³/6,

again up to exponentially small terms. Try δ = ε/2 + κε³ with κ = 7 or κ = −7. Once 7ε² ≤ 1/2, δ lies between 0 and ε, so |δ − g| ≤ ε(1 + Y²). The sixth moment is E[Y⁶] = 15, hence

E[(1 + Y²)³] = 1 + 3 + 9 + 15 = 28, |ρ| ≤ 28ε³/6 < 4.7ε³.

For κ = 7 the right-hand side is at least (7 − 1.5 − 4.7)ε³ > 0. For κ = −7 it is at most (−7 + 4.7)ε³ < 0. The exponentially small terms cannot change these signs when ε is small enough. As H increases with δ, the root lies between the two trial values:

δ = ε/2 + O(ε³).

Multiplying by s gives the result,

R_half = r − s²/(2r) + O(s⁴/r³).

The derivation also shows where the shift comes from. The tangential part of the blur samples the edge on both sides of the contour point, where the circle has bent inwards by (sY)²/(2r). The mean of this is s²/(2r). The normal part turns a displacement into a change of signal, but its width cancels at leading order. An elliptical beam separates the two roles. At a contour point on a principal axis of the beam, with widths s_n along the normal and s_t along the tangent, the argument of Φ is [√(r² − s_t²Y²) − R]/s_n. Setting its mean to zero gives Δ = s_t²/(2r), provided that s_n/r, s_t/r and s_t²/(r s_n) are all small. The first condition keeps the far side of the disc out of reach of the blur. For r = 200, s_n = 1 and s_t = 3 in a common unit, the formula gives 9/400 = 0.02250 and the numerically located contour 0.02249. With the two widths exchanged, both give 0.00250.

The next term tells us how large a disc must be. Put δ = ε/2 + cε³ and keep one more order in g, using 1 − √(1 − q) = q/2 + q²/8 + …:

z = δ − g = ε(1 − Y²)/2 + ε³(c − Y⁴/8) + …

The expansion Φ = 1/2 + (z − z³/6 + …)/√(2π) contains odd powers of z, so the next neglected term is of order ε⁵. The means needed are

E[z] = ε³(c − 3/8),

E[z³] = (ε³/8)(1 − 3 + 9 − 15) = −ε³.

The condition E[z − z³/6] = 0 becomes c − 3/8 + 1/6 = 0, so c = 5/24 and

R_half = r − s²/(2r) − 5s⁴/(24r³) + O(s⁶/r⁵).

For s/r = 0.1, 0.2 and 0.4 the numerical shifts are 0.0502 s, 0.1017 s and 0.2159 s. The leading term alone gives 0.05 s, 0.1 s and 0.2 s, which is low by 0.4, 1.7 and 7.4 per cent of the numerical shift. With the second term the last case improves to 0.2133 s, low by 1.2 per cent. At s/r = 0.05 the departure from the leading term, divided by ε³, is 0.2088, against 5/24 = 0.2083.

A second route starts from the signal at the true edge. Integrating the beam over angle gives

H(R) = ∫₀^r (ρ/s²) exp[−(ρ² + R²)/2s²] I₀(ρR/s²) dρ,

whose derivative with respect to r is the integrand at ρ = r. Set R = r = as and let a grow. Adding the derivatives with respect to r and R gives

dH/da = a exp(−a²)[I₀(a²) − I₁(a²)].

Since I₀′ = I₁, this is also the derivative of [1 − exp(−a²) I₀(a²)]/2. Both functions vanish at a = 0, so they are equal:

H(r) = [1 − exp(−r²/s²) I₀(r²/s²)]/2.

The edge therefore lies below half-height. Dividing the missing signal 1/2 − H(r) by the slope |dH/dR| at R = r gives the first Newton estimate of the shift,

Δ_N = (s²/2r) I₀(r²/s²)/I₁(r²/s²).

For large t, I₀(t)/I₁(t) = 1 + 1/(2t) + …, so Δ_N = s²/(2r) + s⁴/(4r³) + …. The leading term agrees with the first route. The second is 6/24 instead of 5/24 because the profile is not straight between the edge and the contour. To see this, take the logarithmic derivative of the slope at R = r, using I₁′(t)/I₁(t) = 1 − 1/(2t) + …. It gives H″/H′ = −1/(2r) and H‴/H′ = −1/s² to leading order. The Taylor series of H(r − Δ) then replaces Δ_N = Δ by

Δ_N = Δ[1 + Δ/(4r) − Δ²/(6s²)].

With Δ = s²/(2r) in the bracket, the correction is s²/(8r²) − s²/(24r²) = s²/(12r²). Hence Δ = Δ_N[1 − s²/(12r²)], which subtracts s⁴/(24r³) and restores 5/24.

As an example take a flat patterned dot seen from above in a critical-dimension scanning electron microscope, with r = 20 nm and s = 2 nm. The ratio s/r is 0.1, and the shift is

s²/(2r) = (2 nm)²/(2 × 20 nm) = 0.100 nm.

The second term adds 5 × 16/(24 × 8000) nm = 0.0004 nm, and the numerical contour agrees with the sum to the digits given. The measured diameter is short by 0.20 nm, or 2.0 Å, which is 0.5 per cent of 40 nm. The blurred height at the true edge is 0.480. This matches the picture of a small displacement on a steep profile: the slope is close to 1/(s√(2π)) = 0.20 per nm, and 0.10 nm of displacement costs 0.02 in height.

A dot diameter of some tens of nanometres is a rough typical value for advanced lithography. The blur corresponds to a full width at half maximum of 4.7 nm, which is wider than the one or two nanometres that roughly describe a good probe alone; here s stands for the probe together with the lateral spread of electron emission, idealised as a single Gaussian that is the same on and off the dot. At fixed r the leading shift falls as s², so half this blur would give a quarter of the shift. Real dots also break the assumption of flatness, since a raised edge emits extra electrons and appears as a bright rim. Suppose the rim adds half of the step height at the edge and decays inwards over 3 nm, with the level held midway between the unblurred plateaus. The contour then moves outwards by 0.54 nm, more than five times the curvature shift and in the opposite direction. The same rim on a straight edge moves it outwards by 0.64 nm. The difference, 0.098 nm inwards, is the part due to curvature, so for this rim the curvature effect survives beneath a larger offset. An algorithm that sets its threshold from the rim peak uses another level and needs its own calculation.

The beam may also have a broad tail from backscattered electrons. For a sum of Gaussians with weights wᵢ and widths sᵢ, each small compared with r, the leading condition is Σ(wᵢ/sᵢ)[Δ − sᵢ²/(2r)] = 0, because each component contributes to the signal in proportion to its slope 1/sᵢ. Therefore

Δ = (1/2r)(Σ wᵢsᵢ)/(Σ wᵢ/sᵢ).

A tail of weight 0.1 and width 10 nm, with the remaining 0.9 at 2 nm, gives (2.8 nm)/(0.46 nm⁻¹)/(40 nm) = 0.152 nm. The numerical value is 0.155 nm. With the level held midway between the unblurred plateaus, this modest tail raises the shift by about half, and a width fitted to the core of the beam would underestimate the correction. Two limits apply. First, the formula fails for a tail much wider than the dot. It then grows without bound, whereas such a tail adds almost nothing to the signal, the core alone must reach 0.5/0.9 = 0.556, and the shift saturates near 0.38 nm. Second, the tail keeps the centre of the dot below the plateau, at 1 − 0.1 exp(−2) = 0.986 for the 10 nm tail, so half of the measured central height is no longer the same level. It is lower by 0.0068, which on a slope of 0.46/√(2π) = 0.18 per nm moves the contour out by 0.037 nm and leaves a shift of 0.118 nm. With that level a wider tail can even bring the shift below the core value, so the effect of a tail depends on how the threshold is set.

An error in the threshold is just as serious. Raising the level by one per cent of the step moves the contour inwards by about 0.01 s√(2π) = 0.050 nm, half of the effect sought. Astigmatism matters less here. With widths of 2.1 nm along x and 1.9 nm along y, the shift is 0.091 nm on the x axis, where y is tangential, and 0.111 nm on the y axis. The circular dot appears longer along x, the direction of the wider beam, by 0.04 nm in diameter.

Counting noise sets a limit of a different kind. Let the counts be independent and Poisson distributed, with mean density N(H + b). A small area dA then carries information N(∂H/∂r)² dA/(H + b) about r, and the inverse square root of the total bounds the standard error of any unbiased estimate from below. For N = 50 per nm² and an equal background, b = 1, the bound is 0.040 nm for one dot with everything but r known. The curvature shift is 2.5 times this bound. Averaging over independent, identical dots reduces the random error but leaves the shift in place.

To leading order a measured radius can be corrected by adding s²/(2R_half), since replacing r by R_half in the denominator changes the result at order s⁴/r³. The correction applies to a flat, isolated disc with s/r small, a Gaussian beam of known s, and a threshold midway between the plateaus. In the example the threshold must be held well within one per cent of the step before the correction is meaningful. The numerical output below lists the values used.

Computed results

```
GENERAL TESTS (lengths in units of s unless stated)
2D sum at found contour, r=10 s: 0.5000 (dimensionless)
2D sum at true edge, r=10 s: 0.4800 (dimensionless)
smallest r with a half-height contour: 1.1774 s
symbolic coefficients of eps, eps^3: 1/2, 5/24
eps^3 coefficient from contour at eps=0.05: 0.20882
s/r, inward shift: numerical, leading, two terms (units of s)
  0.05  0.025026  0.025000  0.025026
  0.10  0.050210  0.050000  0.050208
  0.20  0.101733  0.100000  0.101667
  0.40  0.215906  0.200000  0.213333
elliptical beam, r=200; widths normal, tangential; shift (same unit)
  1, 3: numerical 0.022489, formula 0.022500
  3, 1: numerical 0.002500, formula 0.002500
WORKED EXAMPLE
disc radius r: 20.0 nm; blur s: 2.0 nm; s/r: 0.10
beam FWHM: 4.710 nm
leading inward shift s^2/(2r): 0.10000 nm
second term 5s^4/(24r^3): 0.000417 nm
numerical inward shift: 0.100421 nm
one Newton step from true edge: 0.100504 nm
half-height radius: 19.89958 nm
diameter bias: -0.20084 nm = -2.0084 angstrom
blurred height at true edge: 0.480028
missing height at centre: 1.93e-22
smallest radius with a contour: 2.355 nm
NEGLECTED EFFECTS (positive shift = inward)
rim height 0.50 of step, decay length 3.0 nm
  shift with rim, disc: -0.5401 nm
  shift with rim, straight edge: -0.6384 nm
  curvature part with rim: 0.0983 nm
tail weight 0.10, tail deviation 10.0 nm
  shift with tail: 0.1551 nm
  leading formula with tail: 0.1522 nm
threshold error: 0.01 of step
  extra shift: 0.0503 nm; formula 0.0501 nm
astigmatic widths along x, y: 2.1, 1.9 nm
  shift at x axis: 0.0906 nm; at y axis: 0.1107 nm
counts from disc step: 50 per nm^2
background counts: 50 per nm^2
  least standard error of radius, one dot: 0.0404 nm
```
